Single-nucleus yield of a circular growth window, part 2

A circular window of radius R in a growth mask should fill from one nucleus alone. We seek the probability P that, once a first nucleus has formed, the window fills before a second appears. Nucleation events occur independently on bare window surface at the constant rate J per unit area and time. None occur on covered surface, and nothing enters from the mask. The island is a disc whose edge advances at constant speed v. Time t is counted from the first nucleus unless stated otherwise.

A point that stays bare for a time T contributes JT dA to the exponent Λ, where dA is an area element. For a first nucleus at the centre,

Λ = 2πJR³/(3v), P = exp(−Λ).

The filling time from the centre is τ_f = R/v. The mean wait for the first nucleus in an empty window is τ_w = 1/(πJR²).

If the first nucleus is at r₀, a point r is covered after the time |r − r₀|/v, with positions measured from the centre, and

Λ(r₀) = (J/v) ∫ |r − r₀| dA.

With uniform J, the position r₀ is random, with equal probability for equal areas. The task now is to evaluate this exponent.

The example has R = 1 µm, v = 1 nm/s and J = 10⁻⁴ µm⁻² s⁻¹. These give JR³/v = 0.1, τ_f = 1000 s, τ_w = 3183 s, Λ = 0.209 and P = 0.811. At five times the nucleation rate, Λ = 1.047 and P = 0.351 for a central start.

For a required probability P, section 13 found the largest radius for a central start:

R_max = [3v ln(1/P)/(2πJ)]^(1/3).

For P = 0.95, with v and J as in the example, R_max = 0.626 µm, Λ = 0.0513 and the mean wait is 8132 s.

In the closing table, Lam is Λ, the mean number of events on surface left bare by the first island. Some of these are hidden: they fall on surface covered by later islands and produce no real extra nucleus.

**The centre is the best place.** For any r, the triangle inequality gives

2|r| = |(r − r₀) + (r + r₀)| ≤ |r − r₀| + |r + r₀|.

Integrate both sides over the window. The window is unchanged when r is replaced by −r, so the two integrals on the right are equal. Hence

∫ |r| dA ≤ ∫ |r − r₀| dA.

The exponent is smallest, and P largest, for a central start.

**Evaluating the integral.** Use polar coordinates ρ, φ around the starting point, with φ measured from the outward direction. Let L(φ) be the distance to the window edge. An area element is ρ dρ dφ and the distance is ρ, so

∫ |r − r₀| dA = ∫₀^(2π) dφ ∫₀^L ρ² dρ = (1/3) ∫₀^(2π) L³ dφ.

The edge is where L² + 2Lr₀ cos φ + r₀² = R². The positive root of this quadratic equation is

L = −r₀ cos φ + √(R² − r₀² sin² φ).

At the centre L = R, and the integral is 2πR³/3, as before.

**At the rim** r₀ = R, and the square root is R|cos φ|. For directions that point out of the window, cos φ is positive and L = 0. For the others, L = 2R|cos φ|. The integral is

(8R³/3) ∫ |cos φ|³ dφ, taken over half a turn.

With cos³ φ = cos φ (1 − sin² φ) and u = sin φ, the remaining integral is that of 1 − u² from −1 to 1, which is 4/3. The result is 32R³/9.

**The average over the window** follows from the rim value. Let F(R) be the integral of |r − r₀| over both points, each ranging over the window. Enlarge the radius by dR. To first order, the new pairs have one point in the new ring, of area 2πR dR, and the other in the old window. Either point may be the one in the ring, which gives a factor 2:

dF/dR = 2 · 2πR · 32R³/9 = 128πR⁴/9.

Since F(0) = 0, integration gives F = 128πR⁵/45. Division by the area πR² gives the average over r₀, which is 128R³/45.

The coefficient of JR³/v is therefore 2.094 at the centre, 2.844 on average and 3.556 at the rim. The average exponent is 36 % larger than the central one.

## 15. The yield for a random first position

The yield is the average of the probabilities, not the exponential of the average exponent:

P_random = ∫₀ᴿ exp[−Λ(r₀)] (2r₀/R²) dr₀.

The factor 2r₀ dr₀/R² is the share of the window area in a thin ring. In the example this gives 0.753, compared with 0.811 for a central start. A simulation that begins with empty windows, and takes the earliest event as the first nucleus, gives 0.754. At five times the nucleation rate the integral gives 0.247 and the simulation 0.245, while a central start would give 0.351.

Using the average exponent instead would give exp(−0.2844) = 0.752 in the example. This is slightly too low. The exponential curve bends upwards, so the average of its values is at least its value at the average. The difference is negligible here. At the higher rate it is larger: exp(−1.422) = 0.241, against 0.247.

For a required yield of 0.95, the radius must be reduced from 0.626 µm to 0.565 µm. This can be understood from the coefficients. When Λ is small, the same yield requires nearly the same average exponent, so R³ must fall by the factor 2.094/2.844. Its cube root is 0.903, and 0.903 · 0.626 µm is 0.565 µm.

**The yield of a finite run.** A window may also fail by staying empty or by being only partly filled when growth stops. In this paragraph t is counted from the start of the deposition. From a random starting point, filling takes at most 2R/v, the time needed to cross the full diameter. Every window whose first nucleus came before t − 2τ_f has therefore been filled by time t. The time of the first nucleus is independent of its position and of later events. The fraction of windows that are full and have one nucleus is thus at least

P_random {1 − exp[−(t − 2τ_f)/τ_w]}, for t > 2τ_f,

and at most P_random. For a run of length 2τ_f + τ_w = 5183 s, the lower bound is 0.753 · (1 − e⁻¹) = 0.48. A longer run raises the bound towards 0.753. It also gives more time to the mask, as section 17 shows.

## 16. Other growth laws

In this section the first nucleus is again central. Each change is made alone, with the other quantities held at their values in the example.

**A ring without nucleation.** A growing island can collect atoms from the surface around it and lower the chance of nucleation there. As a simple model, let J be zero within a distance d of the island edge and unchanged beyond it. A point at r > d is then exposed for (r − d)/v, and points closer to the centre are never exposed. The exponent is

Λ_d = (2πJ/v) ∫_d^R (r − d) r dr = (2πJ/v) [(R³ − d³)/3 − d(R² − d²)/2].

The terms in d³ add up to −d³/3 + d³/2 = d³/6. Dividing by Λ and writing a = d/R gives

Λ_d/Λ = 1 − 3a/2 + a³/2.

For an assumed ring of 100 nm, a = 0.1 and the factor is 1 − 0.15 + 0.0005 = 0.8505. P rises to 0.837. The same formula describes a nucleus that starts with a finite radius d. For a radius of 1 nm the factor is 0.9985, so treating the nucleus as a point is harmless here.

**A square island.** Let the four sides advance at speed v. A point (x, y) is covered when vt equals the larger of |x| and |y|. The window consists of eight equal wedges, and in the wedge 0 < φ < π/4 the larger coordinate is r cos φ. Therefore

∫ max(|x|,|y|) dA = 8 ∫₀^(π/4) cos φ dφ ∫₀ᴿ r² dr = 8 · (√2/2) · R³/3 = 4√2 R³/3.

Division by 2πR³/3 gives the factor 2√2/π = 0.900, and P becomes 0.828. The exponent falls because the corners run ahead at speed √2 v. If v were instead the speed of the corners, the sides would move at v/√2 and the factor would be √2 · 2√2/π = 4/π, which is greater than 1. One must therefore know which speed has been measured.

**Growth at a constant volume rate.** If an island keeps its shape and gains volume at a constant rate, its volume is proportional to r³ and to t. Its radius then grows as t^(1/3). Let the filling time remain R/v, where v is now only the mean speed. The island reaches r after the time (R/v)(r/R)³, and the exponent is

J (R/v) ∫₀ᴿ (r/R)³ 2πr dr = 2πJR³/(5v).

This is 3/5 of Λ, and P rises to 0.882. The island covers much of the window early, which shortens the exposure of every point between the centre and the edge. The comparison is made at equal filling time. It would come out differently if the two speeds were matched at some small radius instead.

## 17. Temperature and the mask

**Temperature.** At a fixed radius, Λ depends on J and v only through the ratio J/v. Suppose that near the growth temperature it varies as exp(−E/kT), where k is the Boltzmann constant and E is an effective energy. If the true temperature is T + ΔT instead of T, Λ is multiplied by

exp{(E/k) [1/T − 1/(T + ΔT)]}.

With T = 820 K, ΔT = 5 K and an assumed E of 2.0 eV, the factor is 1.19 and P falls from 0.811 to 0.780. The value of E is an assumption. Should J/v decrease with temperature, E would be negative and the change would have the opposite sign.

**Nuclei on the mask.** Suppose that nuclei form on the mask at a rate J_m and that their islands also spread at v. An island of age s reaches the window if it began within a distance vs of the edge. The area of this surrounding ring is

π[(R + vs)² − R²] = π(2Rvs + v²s²).

Integration over ages from 0 to a duration D gives the mean number of arrivals,

n = πJ_m (RvD² + v²D³/3).

Take J_m = J/1000 as an assumed selectivity, and let D be the mean wait plus the filling time, 3183 s + 1000 s = 4183 s. Then n = 0.013. This is small compared with Λ = 0.209, but it grows at least as fast as D². Lowering J to improve the yield lengthens the wait, and more and more windows are then reached first by an island from the mask, unless J_m falls much faster than J. Note that n counts arrivals, not grain boundaries: an island that arrives well before the window's own first nucleus can fill the window alone. What is lost is the share of windows filled by their own nucleus; the share that holds a single grain need not fall. For long waits D is nearly proportional to 1/J, so the term in D³ grows as J_m/J³. If J_m is proportional to a power of J, that power must be at least 3 to keep n from growing without limit as J is lowered, and at least 4 to keep the ratio n/Λ from doing so, since Λ itself is proportional to J. The estimate uses one fixed duration, which makes it too low as an average over many windows, because long waits count more than in proportion. For exponentially distributed waits, the mean square and mean cube of the wait are 2τ_w² and 6τ_w³. The averages of D² and D³ are then 2τ_w² + 2τ_wτ_f + τ_f² and 6τ_w³ + 6τ_w²τ_f + 3τ_wτ_f² + τ_f³, and inserting them raises n to about 0.036, still small compared with Λ for R = 1 µm. A smaller window waits longer: for the radius of 0.626 µm from section 13 the same averages give n of about 0.39, against Λ = 0.051, so at this selectivity the mask cannot be neglected there. With one fixed duration, the estimate also counts islands that arrive after a window with a short wait has been filled.

**Islands from neighbouring windows.** The estimate leaves out another source. If islands spread over the mask at v, an island that has filled its own window can go on to enter the next one. Take two equal windows with central first nuclei and a gap g between their edges. The neighbour's island arrives before the window's own island reaches that edge if it started earlier by more than g/v. For two independent, exponentially distributed waits with mean τ_w, the probability of this is

(1/2) exp[−g/(vτ_w)].

In the example it is 0.27 for a gap of 2 µm and 0.02 for a gap of 10 µm, for one neighbour alone. These are probabilities of entry, not of a grain boundary: an island that arrives long before the window's own first nucleus can fill it alone. The yields calculated here assume that nothing enters, and therefore require windows far enough apart, or islands that spread over the mask much more slowly than v. The gap must be large compared with vτ_w, so it has to grow when J or R is reduced for a higher yield. For the radius of 0.626 µm from section 13, a gap of 10 µm gives a probability of 0.15 instead of 0.02.

## 18. The example beside a real process

The numbers were chosen with the deposition of germanium from germane in mind, near 820 K, on amorphous pads surrounded by a less active mask. A front speed of 1 nm/s is a rough but plausible size for such growth. The nucleation rate is much less certain. It varies by powers of ten with the surface, its preparation and the gas supply, so the value used here should not be taken as a property of germanium. For a real layout, J and v have to be measured on the surface in question. If the windows open onto a single crystal, the islands can share its orientation, and a second nucleus need not leave a grain boundary. Conversely, a single nucleus does not guarantee a window free of crystal boundaries, because an island of germanium can contain twins. P is the probability of one nucleus, not of a perfect crystal.

Of the assumptions, the central start is the one that a uniform pad breaks most plainly. For the example, a random start lowers P from 0.811 to 0.753. Growth at a constant volume rate would move P the other way, to 0.882, and the assumed depletion ring would raise it to 0.837. These figures belong to separate changes and have not been combined. They show that changes in these assumptions can shift the yield of this example by several hundredths, even when J and v are known. They do not set a limit on the error of the model. An uncertain J matters more: five times the rate lowers the central-start value to 0.351.

The printed values behind both halves are collected in the numerical output that follows.

Table of computed values

```
window radius R = 1.00 um
front speed v = 1.00 nm/s
nucleation rate J = 1.0e-04 um^-2 s^-1 = 1.0e+04 cm^-2 s^-1
filling time R/v = 1000 s
mean wait for first nucleus = 3183 s
ratio filling time / mean wait = 0.3142
Lam, formula = 0.2094
Lam, sum over cells and times = 0.2094
P, central start, formula = 0.8110
P, central start, simulation = 0.8115
survival at half the filling time = 0.8659
share of Lam gathered by half the filling time = 0.6875
higher rate: P, formula = 0.3509
higher rate: P, simulation = 0.3522
higher rate: J = 5.0e-04 um^-2 s^-1, Lam = 1.0472
higher rate: mean real extra nuclei, integral = 1.0057
higher rate: same, simulation = 1.013 +- 0.007
higher rate: mean hidden events, integral = 0.0415
higher rate: same, simulation = 0.0401 +- 0.0015
crowded rate: J = 5.0e-03 um^-2 s^-1, Lam = 10.4720
crowded rate: mean real extra nuclei, integral = 7.6518
crowded rate: same, simulation = 7.620 +- 0.036
crowded rate: mean hidden events, integral = 2.8202
crowded rate: same, simulation = 2.8403 +- 0.0300
coefficient of J R^3/v, centre = 2.0944
coefficient of J R^3/v, window mean = 2.8444
coefficient of J R^3/v, rim = 3.5556
P, random start, quadrature = 0.7531
P, random start, simulation = 0.7536
higher rate: P, random start = 0.2466
higher rate: random start, simulation = 0.2445
target yield = 0.95
R for target, central start = 0.626 um
R for target, random start = 0.565 um
mean wait at central-start R = 8132 s
starting radius 1 nm: Lam factor 0.9985, P = 0.8113
depletion ring 100 nm: Lam factor 0.8505, P = 0.8368
square island: Lam factor 0.9003, P = 0.8281
constant volume rate: Lam factor 0.6000, P = 0.8819
J/v raised by 5 K error: Lam factor 1.1871, P = 0.7799
temperature = 820 K, assumed energy of J/v = 2.0 eV
assumed ratio of window to mask nucleation rate = 1000
time open to invasion, wait + filling = 4183 s
mean number of mask nuclei reaching the window = 0.0132
```
